# Counting Oxygen p States under Metal-s Hopping in Disordered M2O3 Networks: verification in Python

```python
"""
Result under test: in an M2O3 network with N formula units, where oxygen p
orbitals (all at energy E_p) hop only to metal s orbitals, at least 7N of the
9N p states per spin stay exactly at E_p with no metal weight.
Symbols: T = metal-s / oxygen-p hopping matrix (2N x 9N), H_ss = metal block,
sigma = singular values of T, Delta = E_s - E_p.  Energies in eV, lengths in nm.
The zero of energy is E_p unless stated.  All parameters are rough values in
the regime of indium oxide; the network is an unrelaxed model.
"""
import numpy as np
from scipy.linalg import eigh, eigvalsh, svd
from scipy.constants import k as k_boltzmann, e as e_charge

rng = np.random.default_rng(7)
CELLS, A_LAT = 3, 0.505            # cubic cells per edge, fluorite cell edge
BOX = CELLS * A_LAT
D0 = A_LAT * np.sqrt(3) / 4        # undisplaced metal-oxygen distance
BOND_CUT = 0.32                    # between first and second M-O shells
SHIFT = 0.02                       # largest random displacement per axis
DELTA, V_SP = 3.0, 2.0             # E_s - E_p, s-p hopping at distance D0
ZERO = 1e-8                        # eV, numerical meaning of "at E_p"


def vectors(a, b):
    """Minimum-image vectors from points a to points b, and their lengths."""
    d = b[None, :, :] - a[:, None, :]
    d -= BOX * np.round(d / BOX)
    return d, np.linalg.norm(d, axis=2)


def sp_hopping(metal, oxygen, kvec=None):
    d, r = vectors(metal, oxygen)
    v = np.where(r < BOND_CUT, V_SP * (D0 / r) ** 2, 0.0)
    t = v[..., None] * d / r[..., None]
    if kvec is not None:
        t = t * np.exp(1j * (d @ kvec))[..., None]
    return t.reshape(len(metal), -1)


def pp_hopping(d, r, amp, v_sigma, v_pi):
    n = d / r[..., None]
    nn = n[..., :, None] * n[..., None, :]
    blk = amp[..., None, None] * (v_sigma * nn + v_pi * (np.eye(3) - nn))
    return blk.transpose(0, 2, 1, 3).reshape(3 * d.shape[0], 3 * d.shape[1])


def hamiltonian(h_metal, t, h_oxygen):
    return np.block([[h_metal, t], [t.conj().T, h_oxygen]])


def count(energies, level=0.0):
    return (int(np.sum(energies < level - ZERO)),
            int(np.sum(abs(energies - level) <= ZERO)),
            int(np.sum(energies > level + ZERO)))


# ---------- network: fluorite with a random quarter of the oxygens removed
grid = np.array([(i, j, l) for i in range(CELLS) for j in range(CELLS)
                 for l in range(CELLS)], float)
fcc = np.array([(0, 0, 0), (0, .5, .5), (.5, 0, .5), (.5, .5, 0)])
metal0 = (grid[:, None] + fcc[None]).reshape(-1, 3) * A_LAT
sites = np.array([(i, j, l) for i in range(2 * CELLS) for j in range(2 * CELLS)
                  for l in range(2 * CELLS)], float)
sites = (sites + 0.5) * A_LAT / 2
oxygen0 = sites[rng.permutation(len(sites))[:3 * len(sites) // 4]]
metal = metal0 + rng.uniform(-SHIFT, SHIFT, metal0.shape)
oxygen = oxygen0 + rng.uniform(-SHIFT, SHIFT, oxygen0.shape)
n_m, n_o = len(metal), len(oxygen)
N = n_m // 2
assert 2 * n_o == 3 * n_m
d_mo, r_mo = vectors(metal, oxygen)
bonded = r_mo < BOND_CUT
assert np.all(bonded.sum(axis=0) == 4)
metal_cn = bonded.sum(axis=1)

# ---------- main count by full diagonalization
T = sp_hopping(metal, oxygen)
H = hamiltonian(DELTA * np.eye(n_m), T, np.zeros((3 * n_o, 3 * n_o)))
E, psi = eigh(H)
below, at, above = count(E)
assert at >= 7 * N
assert (below, at, above) == (2 * N, 7 * N, 2 * N)
metal_weight = (psi[:n_m, abs(E) <= ZERO] ** 2).sum(axis=0).max()
assert metal_weight < 1e-12

# ---------- coupled pairs from singular values, and the sum rule
sigma = svd(T, compute_uv=False)
root = np.sqrt(DELTA ** 2 / 4 + sigma ** 2)
assert np.allclose(np.sort(DELTA / 2 - root), E[:below], atol=1e-9)
assert np.allclose(np.sort(DELTA / 2 + root), E[-above:], atol=1e-9)
bond_sum = np.sum((V_SP * (D0 / r_mo[bonded]) ** 2) ** 2)
assert np.isclose(np.sum(sigma ** 2), bond_sum, rtol=1e-10)
sigma_rms = np.sqrt(bond_sum / n_m)

# ---------- undisplaced atoms: the uniform s state decouples
E_ideal = eigvalsh(hamiltonian(DELTA * np.eye(n_m), sp_hopping(metal0, oxygen0),
                               np.zeros((3 * n_o, 3 * n_o))))
at_ideal = count(E_ideal)[1]
edge_ideal = E_ideal[E_ideal > ZERO].min()
assert at_ideal == 7 * N + 1 and abs(edge_ideal - DELTA) < 1e-9

# ---------- Bloch phase: p states stay, conduction edge moves
k_edge = np.array([np.pi / BOX, 0, 0])
E_k = eigvalsh(hamiltonian(DELTA * np.eye(n_m), sp_hopping(metal, oxygen, k_edge),
                           np.zeros((3 * n_o, 3 * n_o))))
at_k = count(E_k)[1]
edge_0, edge_k = E[E > ZERO].min(), E_k[E_k > ZERO].min()
assert at_k == 7 * N and edge_k - edge_0 > 0.05

# ---------- disordered metal levels and s-s hopping
r_mm = vectors(metal, metal)[1]
H_ss = np.where((r_mm > 0) & (r_mm < 0.43), -0.1, 0.0)
H_ss += np.diag(DELTA + rng.uniform(-0.5, 0.5, n_m))
ss_min = eigvalsh(H_ss)[0]
assert ss_min > 0
E_ss = eigvalsh(hamiltonian(H_ss, T, np.zeros((3 * n_o, 3 * n_o))))
count_ss = count(E_ss)
edge_ss = E_ss[E_ss > ZERO].min()
assert count_ss == (2 * N, 7 * N, 2 * N) and edge_ss >= ss_min - 1e-9

# ---------- random points, indefinite metal block, s-p overlap, E_p not zero
n_rand, e_p = 8, -1.7
pts = rng.uniform(0, 0.8, (5 * n_rand, 3))
d_r, r_r = vectors(pts[:2 * n_rand], pts[2 * n_rand:])
T_r = ((2 * np.exp(-r_r / 0.2) / r_r)[..., None] * d_r).reshape(2 * n_rand, -1)
S_sp = rng.normal(size=T_r.shape)
S_sp *= 0.4 / np.linalg.norm(S_sp, 2)
G = rng.normal(size=(2 * n_rand, 2 * n_rand)) * 2
G = G + G.T
assert eigvalsh(G)[0] < e_p < eigvalsh(G)[-1]
E_r = eigh(hamiltonian(G, T_r, e_p * np.eye(9 * n_rand)),
           hamiltonian(np.eye(2 * n_rand), S_sp, np.eye(9 * n_rand)),
           eigvals_only=True)
at_rand = count(E_r, e_p)[1]
assert at_rand >= 7 * n_rand

# ---------- states confined to three neighbouring oxygens
shared = bonded.T.astype(int) @ bonded.astype(int)
compact, trio_first = [], None
for i in range(n_o):
    near = np.flatnonzero(shared[i] == 2)
    for a in range(len(near)):
        for b in range(a):
            trio = [i, near[a], near[b]]
            rows = np.flatnonzero(bonded[:, trio].any(axis=1))
            if len(rows) >= 9:
                continue
            cols = np.concatenate([[3 * o, 3 * o + 1, 3 * o + 2] for o in trio])
            vh = svd(T[np.ix_(rows, cols)])[2]
            for v in vh[len(rows):]:
                full = np.zeros(3 * n_o)
                full[cols] = v
                compact.append(full)
            if trio_first is None:
                trio_first = (trio, len(rows))
compact = np.array(compact)
residual = np.linalg.norm(H[:, n_m:] @ compact.T, axis=0).max()
assert residual < 1e-10
span = np.linalg.matrix_rank(compact, tol=1e-8)
assert 0 < span <= 7 * N
trio_size = vectors(oxygen[trio_first[0]], oxygen[trio_first[0]])[1].max()

# ---------- neglected effects, rough parameters
LEVEL_RMS = 0.3                         # spread of oxygen p levels
OO_SIGMA, OO_PI, OO_DECAY = 0.5, -0.1, 0.06
MP_LEVEL, MP_SIGMA, MP_PI = 9.0, 2.0, -0.5
MD_LEVEL, MD_SIGMA = -14.0, 1.0
d_oo, r_oo = vectors(oxygen, oxygen)
np.fill_diagonal(r_oo, np.inf)
amp_oo = np.where(r_oo < 0.45, np.exp(-(r_oo - A_LAT / 2) / OO_DECAY), 0.0)
W_hop = pp_hopping(d_oo, r_oo, amp_oo, OO_SIGMA, OO_PI)
assert np.allclose(W_hop, W_hop.T)
W_lev = np.diag(rng.normal(0, LEVEL_RMS, 3 * n_o))
amp_mo = np.where(bonded, (D0 / r_mo) ** 2, 0.0)
T_mp = pp_hopping(d_mo, r_mo, amp_mo, MP_SIGMA, MP_PI)
s2, s6 = np.sqrt(2), np.sqrt(6)
Q = np.zeros((5, 3, 3))                 # orthonormal traceless tensors = d set
for q, (a, b) in enumerate([(0, 1), (1, 2), (2, 0)]):
    Q[q, a, b] = Q[q, b, a] = 1 / s2
Q[3] = np.diag([1, -1, 0]) / s2
Q[4] = np.diag([-1, -1, 2]) / s6
n_mo = d_mo / r_mo[..., None]
ang = np.sqrt(1.5) * np.einsum('moa,qab,mob->moq', n_mo, Q, n_mo, optimize=True)
assert np.allclose((ang ** 2).sum(axis=2), 1.0)
T_md = np.einsum('mo,moq,moa->mqoa', MD_SIGMA * amp_mo, ang, n_mo)
T_md = T_md.reshape(5 * n_m, 3 * n_o)


def former_flat(W, use_p, use_d):
    """All levels, the 7N highest valence levels, and the gap above them."""
    levels, blocks = [np.full(n_m, DELTA)], [T]
    if use_p:
        levels.append(np.full(3 * n_m, MP_LEVEL))
        blocks.append(T_mp)
    if use_d:
        levels.append(np.full(5 * n_m, MD_LEVEL))
        blocks.append(T_md)
    en = eigvalsh(hamiltonian(np.diag(np.concatenate(levels)), np.vstack(blocks), W))
    top = 9 * N + (5 * n_m if use_d else 0)
    return en, en[top - 7 * N:top], en[top] - en[top - 1]


none = np.zeros_like(W_hop)
cases = {'unequal O levels': (W_lev, False, False),
         'O-O hopping': (W_hop, False, False),
         'metal p orbitals': (none, True, False),
         'metal d orbitals': (none, False, True),
         'all four together': (W_lev + W_hop, True, True)}
results = {name: former_flat(*args) for name, args in cases.items()}
windows = {}
for name, W in (('unequal O levels', W_lev), ('O-O hopping', W_hop)):
    w = eigvalsh(W)
    lo, hi = min(0, w[0]), max(0, w[-1])
    band = results[name][1]
    assert band[0] >= lo - 1e-9 and band[-1] <= hi + 1e-9
    assert count(results[name][0])[1] < 7 * N      # degeneracy is really lost
    windows[name] = (lo, hi)
at_sp = count(results['metal p orbitals'][0])[1]
assert at_sp >= N                                  # bound 9 - 2*4 = 1 per unit
at_spd = count(results['metal d orbitals'][0])[1]
kT = k_boltzmann * 300 / e_charge

# ---------- output
print(f"formula units N: {N}; metals {n_m}; oxygens {n_o}; orbitals {len(E)}")
print(f"cell edge {A_LAT} nm; box edge {BOX:.3f} nm; ideal M-O distance {D0:.4f} nm")
print(f"largest displacement per axis: {SHIFT} nm")
print(f"M-O distances: {r_mo[bonded].min():.3f} to {r_mo[bonded].max():.3f} nm")
print(f"metal coordination: {metal_cn.min()} to {metal_cn.max()}, mean {metal_cn.mean():.2f}")
print(f"E_s - E_p = {DELTA} eV; s-p hopping at ideal distance = {V_SP} eV")
print(f"states below / at / above E_p: {below} / {at} / {above}")
print(f"states at E_p per formula unit: {at / N:.3f}")
print(f"largest metal weight in states at E_p: {metal_weight:.1e}")
print(f"singular values of T: {sigma.min():.3f} to {sigma.max():.3f} eV, rms {sigma_rms:.3f} eV")
print(f"bonding levels: {E[0]:.3f} to {E[below - 1]:.3f} eV from E_p")
print(f"bonding level at rms singular value: {DELTA/2 - np.hypot(DELTA/2, sigma_rms):.3f} eV")
print(f"conduction levels: {edge_0:.3f} to {E[-1]:.3f} eV from E_p")
print(f"undisplaced atoms: states at E_p {at_ideal}, conduction edge {edge_ideal:.3f} eV")
print(f"Bloch phase pi across box: states at E_p {at_k}, conduction edge {edge_k:.3f} eV")
print(f"metal disorder and s-s hopping, below/at/above: {count_ss}")
print(f"  lowest H_ss eigenvalue {ss_min:.3f} eV; conduction edge {edge_ss:.3f} eV")
print(f"random points, {n_rand} units, with overlap: {at_rand} states at E_p = {e_p} eV")
print(f"three-oxygen state: touches {trio_first[1]} metals, largest O-O distance {trio_size:.3f} nm")
print(f"three-oxygen states found {len(compact)}, spanning {span} of {at} dimensions")
print(f"largest residual of three-oxygen states: {residual:.1e} eV")
print(f"rough inputs: O level rms {LEVEL_RMS} eV; O-O sigma {OO_SIGMA}, pi {OO_PI} eV")
print(f"  at O-O distance {A_LAT/2:.4f} nm, decay length {OO_DECAY} nm")
print(f"  metal p level {MP_LEVEL} eV, sigma {MP_SIGMA}, pi {MP_PI} eV")
print(f"  metal d level {MD_LEVEL} eV, sigma {MD_SIGMA} eV")
print("former E_p states (7N highest valence levels), eV from E_p:")
for name, (en, band, gap) in results.items():
    print(f"  {name}: mean {band.mean():.3f}, std {band.std():.3f}, "
          f"from {band[0]:.3f} to {band[-1]:.3f}, gap {gap:.3f}")
for name, (lo, hi) in windows.items():
    print(f"Weyl window, {name}: {lo:.3f} to {hi:.3f} eV")
print(f"states left at E_p with metal s and p: {at_sp}; with metal s and d: {at_spd}")
print(f"kT at 300 K: {kT:.4f} eV")
print("all tests passed")
```

Running it gives:

```
formula units N: 54; metals 108; oxygens 162; orbitals 594
cell edge 0.505 nm; box edge 1.515 nm; ideal M-O distance 0.2187 nm
largest displacement per axis: 0.02 nm
M-O distances: 0.174 to 0.266 nm
metal coordination: 3 to 8, mean 6.00
E_s - E_p = 3.0 eV; s-p hopping at ideal distance = 2.0 eV
states below / at / above E_p: 108 / 378 / 108
states at E_p per formula unit: 7.000
largest metal weight in states at E_p: 8.2e-30
singular values of T: 0.588 to 6.526 eV, rms 4.976 eV
bonding levels: -5.196 to -0.111 eV from E_p
bonding level at rms singular value: -3.697 eV
conduction levels: 3.111 to 8.196 eV from E_p
undisplaced atoms: states at E_p 379, conduction edge 3.000 eV
Bloch phase pi across box: states at E_p 378, conduction edge 3.610 eV
metal disorder and s-s hopping, below/at/above: (108, 378, 108)
  lowest H_ss eigenvalue 1.711 eV; conduction edge 1.955 eV
random points, 8 units, with overlap: 56 states at E_p = -1.7 eV
three-oxygen state: touches 8 metals, largest O-O distance 0.331 nm
three-oxygen states found 1329, spanning 371 of 378 dimensions
largest residual of three-oxygen states: 1.8e-15 eV
rough inputs: O level rms 0.3 eV; O-O sigma 0.5, pi -0.1 eV
  at O-O distance 0.2525 nm, decay length 0.06 nm
  metal p level 9.0 eV, sigma 2.0, pi -0.5 eV
  metal d level -14.0 eV, sigma 1.0 eV
former E_p states (7N highest valence levels), eV from E_p:
  unequal O levels: mean -0.005, std 0.266, from -0.679 to 0.781, gap 2.332
  O-O hopping: mean 0.167, std 0.609, from -1.111 to 1.146, gap 1.959
  metal p orbitals: mean -0.679, std 0.578, from -1.943 to 0.000, gap 3.072
  metal d orbitals: mean 0.110, std 0.093, from 0.000 to 0.311, gap 2.803
  all four together: mean -0.380, std 1.094, from -2.477 to 1.412, gap 1.660
Weyl window, unequal O levels: -0.898 to 0.944 eV
Weyl window, O-O hopping: -1.506 to 1.151 eV
states left at E_p with metal s and p: 54; with metal s and d: 0
kT at 300 K: 0.0259 eV
all tests passed
```
